Lepton vacuum-polarization contribution to g−2 at arbitrary mass ratio

**Examination question: the lepton loop in g−2 at arbitrary mass ratio**

Use ħ = c = 1, metric (+,−,−,−), vertex −ieγ^μ and α = e²/4π. The on-shell vertex of a lepton of mass m is Γ^μ = γ^μ F₁ + (iσ^{μν}q_ν/2m)F₂, with σ^{μν} = (i/2)[γ^μ,γ^ν], and a = (g−2)/2 = F₂(0). Consider the one-loop vertex graph whose photon carries one closed loop of a lepton of mass m_l, with the charge renormalized at zero momentum. Write its contribution as a = (α/π)²A(r), with r = m_l/m > 0 and L = ln r. The reflection and duplication formulas of the Γ function may be used.

(a) Compute the renormalized vacuum polarization and write the dressed photon as a superposition of massive photons.

(b) Compute F₂(0) for a photon of squared mass t and give two real integral forms of A.

(c) Derive a one-dimensional Mellin–Barnes representation of A.

(d) Obtain the expansions for small and for large r.

(e) Decide whether these expansions are asymptotic or convergent, bound the truncation errors, and evaluate A(1).

(f) Identify the momentum regions behind the leading terms.

(g) Evaluate the electron and tau loops in the muon and the muon loop in the electron.

**Answer (a)**

With a factor −1 for the closed loop, the prefactor is −(−ie)²i² = −e², and the trace gives

iΠ^{μν} = −4e² ∫d^dk/(2π)^d [k^μ(k+q)^ν + k^ν(k+q)^μ − g^{μν}(k·(k+q) − m_l²)] / {[k² − m_l²][(k+q)² − m_l²]}.

A Feynman parameter y and the shift l = k + yq turn the denominator into (l² − D)², with D = m_l² − wq² and w = y(1−y). Terms odd in l vanish, l^μl^ν → g^{μν}l²/d, and the numerator becomes

(2/d − 1)g^{μν}l² − 2w q^μq^ν + g^{μν}(m_l² + wq²).

Wick rotation l⁰ = il_E⁰, the solid angle 2π^{d/2}/Γ(d/2) and a radial Beta integral give

∫d^dl/(2π)^d (l²)^j/(l² − D)^n = i(−1)^{n+j} Γ(j+d/2)Γ(n−j−d/2) D^{d/2+j−n} / [(4π)^{d/2}Γ(d/2)Γ(n)].

Call the case j = 0, n = 2 iJ, so J = Γ(2−d/2)D^{d/2−2}/(4π)^{d/2}. The case j = 1, n = 2 times (2/d − 1) equals −iDJ, because (1−d/2)Γ(1−d/2) = Γ(2−d/2). The g^{μν} terms add to −D + m_l² + wq² = 2wq², so

Π^{μν} = (q²g^{μν} − q^μq^ν)Π, Π = −8e²∫₀¹dy w J.

Near d = 4, J = (constant − ln D)/16π². Subtracting Π(0) removes the constant:

Π(q²) − Π(0) = (α/π)P(κ), P(κ) = 2∫₀¹dy w ln(1 + wκ), κ = −q²/m_l².

One insertion changes the propagator −ig^{μν}/q² by (−ig^{μν}/q²)(α/π)P plus q^μq^ν terms, which part (b) shows to be irrelevant to F₂. For spacelike q², partial fractions give ln(1 + wκ) = ∫dt/t (−q²)/(t − q²) over t > m_l²/w. Exchanging the integrals (positive integrand), y runs over w > m_l²/t, that is between (1∓β)/2 with β = √(1 − 4m_l²/t):

ρ(t) = 2∫dy w = β/2 − β³/6 = (1/3)(1 + 2m_l²/t)β,

P/q² = ∫_{4m_l²}^∞ dt/t ρ(t)/(q² − t).

Both sides are analytic in q² off the cut q² ≥ 4m_l² and agree for q² < 0, so the formula holds for every photon momentum inside a loop, with q² → q² + i0 on the cut as in the Feynman propagator. The insertion is a sum of photons of squared mass t with the positive weight (α/π)ρ dt/t.

**Answer (b)**

Let p, p′ = p + q be the external momenta, k, k′ = k + q the internal ones, and k − p the photon momentum. The longitudinal terms drop out: ū′(k̸′ − p̸′)(k̸′ + m) = ū′(k′² − m²) cancels one fermion propagator, the other cancels in the same way, and only ū′γ^μu remains. The g^{νρ} term has the prefactor (−i)(−ie)²i² = −ie². The contractions γ^νγ^μγ_ν = −2γ^μ, γ^ν a̸b̸ γ_ν = 4a·b and γ^ν a̸b̸c̸ γ_ν = −2c̸b̸a̸ (d = 4 suffices, since F₂ is finite) give

γ^ν(k̸′+m)γ^μ(k̸+m)γ_ν = −2N^μ, N^μ = k̸γ^μk̸′ + m²γ^μ − 2m(k+k′)^μ.

Parameters ξ, η, z (sum 1) for the k, k′ and photon denominators, with l = k + ηq − zp, combine them into 2/(l² − Δ)³, where Δ = −ξηq² + (1−z)²m² + zt. The l² part of N^μ averages to a multiple of γ^μ. At l = 0, k = zp′ − (1−ξ)q and k′ = zp + (1−η)q, so between spinors

k̸γ^μk̸′ = z²m²γ^μ + zm(1−η)γ^μq̸ − zm(1−ξ)q̸γ^μ − (1−ξ)(1−η)q̸γ^μq̸.

The Dirac equation and one anticommutation give γ^μq̸ → 2p′^μ − 2mγ^μ, q̸γ^μ → 2mγ^μ − 2p^μ, and q̸γ^μq̸ → −q²γ^μ because ū′q̸u = 0. With (k+k′) = (1−2η)q + 2zp, the terms not proportional to γ^μ are

2zm[(1−η)p′ + (1−ξ)p]^μ − 2m[(1−2η)q + 2zp]^μ.

Since Δ is symmetric in ξ and η, each may be replaced in these linear terms by (1−z)/2. The result is zm(1+z)(p+p′)^μ − 2zm(p+p′)^μ = −mz(1−z)(p+p′)^μ. The same two identities give iσ^{μν}q_ν = −½[γ^μ,q̸] → 2mγ^μ − (p+p′)^μ, so N^μ contains (iσ^{μν}q_ν/2m)·2m²z(1−z). The loop formula with j = 0, n = 3, d = 4 is −i/(32π²Δ), and ∫dξ dη δ(1−ξ−η−z) = 1 − z. At q² = 0,

F₂(0) = 2ie²·2·(−i/32π²)∫₀¹dz (1−z) 2m²z(1−z)/Δ = (α/π)K(t),

K(t) = ∫₀¹dx x²(1−x)/[x² + (1−x)t/m²], x = 1 − z.

At t = 0, K = 1/2, the Schwinger term. Weighting with the spectrum of (a), and noting that x²/[x² + (1−x)t/m²] = (−q²)/(t − q²) for −q² = m²x²/(1−x),

A = ∫dt/t ρ(t)K(t) = ∫₀¹dx (1−x) P(x²/[(1−x)r²]).

**Answer (c)**

The mass ratio is tied to x in the factor 1/(1+X), X = (1−x)t/(x²m²). It is freed by

1/(1+X) = (1/2πi)∫_{c−i∞}^{c+i∞}ds X^{−s} π/sin πs, 0 < c < 1.

For X < 1, shifting the line to the left collects the poles s = −n with residues (−X)^n, the geometric series. For X > 1, shifting to the right collects −Σ_{n≥1}(−1/X)^n = 1/(1+X). The point X = 1 follows by continuity.

With v = 4m_l²/t, X^{−s} = (4r²)^{−s} v^s x^{2s}(1−x)^{−s} and dt/t becomes dv/v on (0,1). The two integrals factorize into Beta functions:

∫₀¹dx x^{2s}(1−x)^{1−s} = Γ(1+2s)Γ(2−s)/Γ(3+s), −1/2 < Re s < 2,

(1/3)∫₀¹dv v^{s−1}(1 + v/2)(1−v)^{1/2} = (1/3)[Γ(s)Γ(3/2)/Γ(s+5/2)][(s + 3/2) + s/2] = (√π/4)(1+s)Γ(s)/Γ(s+5/2), Re s > 0.

For 0 < c < 1 both are bounded in modulus by their values at s = c, and 1/sin πs decays as e^{−π|Im s|}. The triple integral converges absolutely, which permits the exchange. Duplication, Γ(1+2s) = 4^sΓ(s+½)Γ(s+1)/√π, cancels 4^{−s} and √π. The remaining factors are Γ(s)Γ(2−s) = (1−s)π/sin πs, (1+s)Γ(s+1)/Γ(s+3) = 1/(s+2), and Γ(s+½)/[4Γ(s+5/2)] = 1/[(2s+1)(2s+3)]. Therefore

A(r) = (1/2πi)∫_{c−i∞}^{c+i∞}ds r^{−2s}(π/sin πs)² R(s), R(s) = (1−s)/[(s+2)(2s+1)(2s+3)].

This is exact for every r > 0 at this order in α.

**Answer (d)**

Evaluating the other factors at each pole of R gives

R = 1/(s+2) + 1/[2(2s+1)] − 5/[2(2s+3)], R′ = −1/(s+2)² − 1/(2s+1)² + 5/(2s+3)².

Near an integer s₀, with u = s − s₀, sin²πs = (πu)²(1 − π²u²/3 + …), so (π/sin πs)² = u^{−2} + π²/3 + O(u²), and r^{−2s} = r^{−2s₀}(1 − 2Lu + 2L²u² + …). Where R is regular the residue is r^{−2s₀}[R′(s₀) − 2L R(s₀)].

Since |r^{−2s}| = r^{−2Re s}, small r calls for a shift to the left. The upward line at c and a downward line on its left enclose the poles counterclockwise, so left residues enter with +. The horizontal sides vanish as e^{−2π|Im s|}.

- s = 0: R = 1/6, R′ = −1/4 − 1 + 5/9 = −25/36.
- s = −1/2 and −3/2: (π/sin πs)² = π², and R has residues 1/4 and −5/4.
- s = −1: R = −2, R′ = −1 − 1 + 5 = 3.
- s = −2: R = 1/u + 7/3 + 44u/9 + …, from −1/6 + 5/2 and −1/9 + 5. The pole is triple, and the u^{−1} coefficient of the product is r⁴(44/9 + π²/3 − 14L/3 + 2L²).

The further half-integer poles of Γ(1+2s) are cancelled by zeros of 1/Γ(s+5/2), so only two odd powers occur:

A = −25/36 − L/3 + π²r/4 + (3 + 4L)r² − 5π²r³/4 + (44/9 + π²/3 − 14L/3 + 2L²)r⁴ + Σ_{n≥3} r^{2n}[R′(−n) − 2L R(−n)].

The sum begins with (−109/225 + 8L/15)r⁶ + (−69/980 + L/7)r⁸.

For large r the line moves to the right, the circuit is clockwise, and residues enter with −. At s = 1, R = 0 and R′ = −1/9 − 1/9 + 1/5 = −1/45: the pole is simple and has no logarithm. At s = 2, R = −1/140 and R′ = −1/16 − 1/25 + 5/49 = −9/19600. Thus

A = −Σ_{n≥1} r^{−2n}[R′(n) − 2L R(n)] = r^{−2}/45 + (9/19600 − L/70)r^{−4} − (131/99225 + 4L/315)r^{−6} + …

**Answer (e)**

After the poles down to −N or up to N are collected, the remainder is the integral along s = ∓(N+½) + iτ. There cos(π Re s) = 0, so |sin πs|² = cosh²πτ, and (1/2π)∫dτ π²/cosh²πτ = 1. The remainder is at most r^{±(2N+1)} max|R|.

On the left line, for N ≥ 2, |1−s|/|s+2| is largest at τ = 0, where it is (2N+3)/(2N−3), while |2s+1| ≥ 2N and |2s+3| ≥ 2N−2. On the right line |1−s| ≤ |s+2|, |2s+1| ≥ 2N+2 and |2s+3| ≥ 2N+4. Hence

|left remainder| ≤ r^{2N+1}(2N+3)/[4N(N−1)(2N−3)], |right remainder| ≤ r^{−2N−1}/[4(N+1)(N+2)].

At fixed N the bounds show that each series is asymptotic in its own limit. At fixed r they vanish as N → ∞, so the left series converges to A for r ≤ 1 and the right series for r ≥ 1. At r = 0.3, where A = 0.0849738, the absolute errors for N = 2, 4, 6 are 8.38×10⁻⁴, 6.07×10⁻⁷, 1.61×10⁻⁹, against bounds 2.13×10⁻³, 9.02×10⁻⁷, 2.21×10⁻⁹. At r = 3, where A = 0.00225804, they are 2.3×10⁻⁵, 1.8×10⁻⁷, 1.44×10⁻⁹, against 8.57×10⁻⁵, 4.23×10⁻⁷, 2.8×10⁻⁹.

On the wrong side each series diverges. Since R ≈ −1/(4s²) at large |s|, the n-th left term for r ≠ 1 behaves as L r^{2n}/(2n²), and successive terms have the ratio r²(1 − 2/n) up to O(1/n²). At r = 1.2 and n = 400 this is 1.44 × 0.995 = 1.4328, as computed; the terms n = 10, 40, 80 are 0.01757, 119.3 and 6.578×10⁷. The right series behaves in the same way with r → 1/r.

At r = 1, L = 0. With Σ1/n² = π²/6 and π²/8 for the odd n alone, the right series gives

A(1) = (π²/6 − 5/4) + (π²/8 − 1) − 5(π²/8 − 10/9) = 119/36 − π²/3.

In the left series the explicit terms add to 259/36 − 2π²/3, and the sum over n ≥ 3 is −π²/6 − (π²/8 − 10/9) + 5(π²/8 − 1) = π²/3 − 35/9. The total is again 119/36 − π²/3 = 0.015687421859.

**Answer (f)**

Splitting ln(1 + wκ) = ln κ + ln w + ln(1 + 1/wκ), with 2∫w dy = 1/3 and 2∫w ln w dy = 4(−1/4 + 1/9) = −5/9, gives exactly

P(κ) = (1/3)ln κ − 5/9 + h(κ), h(κ) = 2∫₀¹dy w ln(1 + 1/wκ).

The first two terms describe the running of the charge for photon momenta of order m, far above m_l. With ∫(1−x)ln x dx = −3/4 and ∫(1−x)ln(1−x)dx = −1/4 they contribute −L/3 + (1/3)(−3/2 + 1/4) − 5/18 = −L/3 − 25/36, the residue at s = 0.

The function h falls as 2/κ at large κ, where ln(1 + 1/wκ) ≈ 1/(wκ), so its leading contribution comes from x of order r, photon momenta of order m_l. To leading order in r, set x = ru and 1 − x → 1, which gives r∫₀^∞du h(u²). The integral ∫₀^∞du ln(1 + b²/u²) vanishes at b = 0 and has b-derivative π, so it equals πb. With b = w^{−1/2}, the coefficient is 2π∫√w dy = 2πΓ(3/2)²/Γ(3) = π²/4, the residue at s = −1/2. The odd power of r arises from this soft region.

For a heavy loop, ln(1 + wκ) ≈ wκ and 2∫w² dy = 1/15, so A ≈ ∫x²dx/(15r²) = 1/(45r²): the heavy lepton decouples. The next term in κ would need ∫x⁴/(1−x)dx, which diverges logarithmically at x → 1 and is cut off where κ ~ 1, at 1 − x ~ r^{−2}. This is the origin of L at order r^{−4}.

For r → 0, A grows as −L/3. The single insertion is a good approximation to the dressed photon only while (α/π)|L| is small, since each further loop adds such a factor.

**Answer (g)**

The inputs are (α/π)² = 5.39549026×10⁻⁶, m_μ/m_e = 206.7682827 ± 0.0000046 and m_τ/m_μ = 16.817 ± 0.0011. Quoted uncertainties are those propagated from the mass ratio alone.

Electron loop in the muon: r = 0.0048363317, L = −5.331598759, left series.

- s = 0: −0.6944444444 + 1.7771995863 = 1.0827551419
- s = −1/2: 2.4674011 × 0.0048363317 = 0.0119331702
- s = −1: (3 − 21.326395)r² = −0.0004286563
- s = −3/2: −0.0000013956
- s = −2: +0.0000000492

The pole s = −3 adds −4.3×10⁻¹⁴. The sum is A = 1.094258309 ± 0.000000007, and a = (590406.005 ± 0.004)×10⁻¹¹.

Tau loop in the muon: r = 16.817, L = 2.82239, right series. The terms are 1/(45 × 16.817²) = 7.85761×10⁻⁵, (9/19600 − 2.82239/70)/16.817⁴ = −4.984×10⁻⁷ and −1.6×10⁻⁹. They add to 7.80761×10⁻⁵, so A = (7.808 ± 0.001)×10⁻⁵ and a = (42.1259 ± 0.0055)×10⁻¹¹. Its absolute uncertainty exceeds that of the far larger electron loop: δA ≈ 2Aδr/r = 1.0×10⁻⁸ here, while for the electron loop δA ≈ δr/(3r), lowered slightly by the power terms to 7.2×10⁻⁹, with a much smaller δr/r.

Muon loop in the electron: r = 206.7682827, terms 5.1978010×10⁻⁷ and −4.142×10⁻¹¹, so A = 5.1973868×10⁻⁷ (uncertainty 2×10⁻¹⁴) and a = 0.2804245×10⁻¹¹. For equal masses a = 8464.133×10⁻¹¹.

The numerical check tests the series and the contour integral against direct quadrature of the x-integral of (b), to a relative 10⁻¹², and the residues from s = −4 to s = 3 against small circular contours of the unsimplified Γ-function form.

Table of computed values

```
all numbers dimensionless; L = ln r
alpha = 0.0072973525643  (alpha/pi)^2 = 5.3954902632e-6
m_mu/m_e = 206.7682827 +- 4.6e-06  m_tau/m_mu = 16.817 +- 0.0011
left  r^0: const -25/36, L coefficient -1/3
left  r^2: const 3, L coefficient 4
left  r^6: const -109/225, L coefficient 8/15
left  r^8: const -69/980, L coefficient 1/7
right r^-2: const 1/45, L coefficient 0
right r^-4: const 9/19600, L coefficient -1/70
right r^-6: const -131/99225, L coefficient -4/315
hard-region constant = -0.69444444444  soft-region integral = 2.4674011003
electron loop in muon: r = 0.0048363316991  L = -5.331598759
  pole s=0: 1.0827551419
  pole s=-0.5: 0.011933170156
  pole s=-1: -0.00042865629141
  pole s=-1.5: -1.3955904731e-6
  pole s=-2: 4.9190278265e-8
  pole s=-3: -4.2586805748e-14
tau loop in muon: r = 16.817  L = 2.8223902795
  pole s=1: 7.8576094277e-5
  pole s=2: -4.9836849366e-7
  pole s=3: -1.6428042839e-9
  pole s=4: -4.6439018122e-12
muon loop in electron: r = 206.7682827  L = 5.331598759
  pole s=1: 5.1978009565e-7
  pole s=2: -4.1418804517e-11
e in mu: A series 1.0942583094, contour 1.0942583094, direct 1.0942583094
  dA(mass ratio) = 7.2e-9; a = 590406.005 +- 0.0039 [1e-11]
tau in mu: A series 7.8076078322e-5, contour 7.8076078322e-5, direct 7.8076078322e-5
  dA(mass ratio) = 1.0e-8; a = 42.125872 +- 0.0055 [1e-11]
mu in e: A series 5.1973867596e-7, contour 5.1973867596e-7, direct 5.1973867596e-7
  dA(mass ratio) = 2.3e-14; a = 0.280424497 +- 1.2e-8 [1e-11]
r=1: left 0.015687421859  right 0.015687421859  direct 0.015687421859
r=1: 119/36-pi^2/3 = 0.015687421859 ; a = 8464.13319 [1e-11]
r=0.3: A = 0.084973842213   r=3: A = 0.0022580440436
N=2 r=0.3 left error 0.000838, bound 0.00213
N=2 r=3 right error 2.3e-5, bound 8.57e-5
N=4 r=0.3 left error 6.07e-7, bound 9.02e-7
N=4 r=3 right error 1.8e-7, bound 4.23e-7
N=6 r=0.3 left error 1.61e-9, bound 2.21e-9
N=6 r=3 right error 1.44e-9, bound 2.8e-9
r=1.2 left terms n=10,40,80: 0.01757 119.3 6.578e+7
r=1.2 left term ratio n=401/400: 1.4328  r^2 = 1.44
```
